# Twist weakens K hybridisation but leaves Gamma valence states coupled

In a model of a twisted dichalcogenide bilayer, turning one layer from 3.15° to 21.79° reduces the shift that the second layer gives to a valence state at K from 45 meV to 2.6 meV. Over the same range, at a fixed distance between the layers, the valence states at Gamma stay split by 609 meV. By the first number the layers come close to decoupling; by the second, the twist has done nothing at all.

## The belief and its appeal

The belief is that a twist makes a bilayer behave as two separate monolayers. The argument runs as follows. Tunnelling between crystalline layers conserves in-plane momentum. A twist turns the Brillouin zone of one layer against that of the other, so states that faced each other at equal momentum and energy no longer do. Without resonance, tunnelling gives only small shifts.

For the zone corners K this is sound reasoning, provided the twist is large enough, and apart from a very small splitting that survives at special angles and is described below. The error lies in extending it to every band. A rotation moves all points of the zone except its centre, and the centre is where one of the two competing valence maxima sits. The size of the tunnelling amplitude also depends on momentum, and it too favours the centre.

## Momentum conservation, with its amplitude

Let each layer be a rigid triangular lattice with lattice constant $a$, cell area $\Omega$, $N$ cells and one orbital per cell. Spin is conserved and left out for now. Let the hopping between a site at $\mathbf r_1$ in layer 1 and one at $\mathbf r_2$ in layer 2 depend only on their separation, $t(\mathbf r_1-\mathbf r_2)$. With Bloch states $|\mathbf k,\ell\rangle=N^{-1/2}\sum_{\mathbf r}e^{i\mathbf k\cdot\mathbf r}|\mathbf r,\ell\rangle$,

$$\langle\mathbf k,1|H|\mathbf k',2\rangle=\frac1N\sum_{\mathbf r_1,\mathbf r_2}e^{-i\mathbf k\cdot\mathbf r_1}\,t(\mathbf r_1-\mathbf r_2)\,e^{i\mathbf k'\cdot\mathbf r_2}.$$

Write $t(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\,\hat t(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$. The sum over $\mathbf r_1$ becomes

$$\sum_{\mathbf r_1}e^{i(\mathbf q-\mathbf k)\cdot\mathbf r_1}=\frac{(2\pi)^2}{\Omega}\sum_{\mathbf G}\delta(\mathbf q-\mathbf k-\mathbf G),$$

which fixes $\mathbf q=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal vector of layer 1. The sum over $\mathbf r_2$ then gives $N$ if $\mathbf q=\mathbf k'+\mathbf G'$, with $\mathbf G'$ a reciprocal vector of layer 2, and zero otherwise. The factors $N$ cancel:

$$\langle\mathbf k,1|H|\mathbf k',2\rangle=\sum_{\mathbf G,\mathbf G'}T(\mathbf k+\mathbf G)\,\delta_{\mathbf k+\mathbf G,\,\mathbf k'+\mathbf G'},\qquad T(\mathbf q)=\frac{\hat t(\mathbf q)}{\Omega}.$$

If layer 1 is displaced by $\boldsymbol\tau$, its sum gives each term an extra factor $e^{i\mathbf G\cdot\boldsymbol\tau}$. The argument of $T$ is the full momentum $\mathbf k+\mathbf G$, not the momentum reduced to the first zone.

For the hopping take a tail that decays through a barrier,

$$t(r)=A\,\frac{e^{-\kappa R}}{R},\qquad R^2=r^2+d^2,\qquad A=v_0\,d\,e^{\kappa d},$$

where $d$ is the tunnelling gap and $v_0$ the hopping between sites directly above each other. The transform follows from the equation $(-\nabla^2+\kappa^2)\,e^{-\kappa R}/R=4\pi\delta^3$. Transformed in the plane only, it reads

$$\left(-\frac{d^2}{dz^2}+s^2\right)g(z)=4\pi\delta(z),\qquad s=\sqrt{\kappa^2+q^2}.$$

The decaying solution is $g=g_0e^{-s|z|}$. Its slope drops by $2sg_0$ at $z=0$, and this drop must equal $4\pi$, so $g_0=2\pi/s$. Setting $z=d$,

$$T(q)=\frac{2\pi v_0 d}{\Omega s}\,e^{-(s-\kappa)d}.$$

In-plane momentum uses up energy that would otherwise help the electron through the barrier. The decay constant rises from $\kappa$ to $s$.

The parameters are round: $a=0.316$ nm, hence $\Omega=0.08648$ nm²; $d=0.30$ nm; $v_0=0.16$ eV; and a barrier $\Phi=5$ eV, which gives $\kappa=\sqrt{2m_e\Phi}/\hbar=11.46$ nm⁻¹. At Gamma $q=0$ and

$$T(0)=\frac{2\pi v_0d}{\Omega\kappa}=\frac{2\pi(0.16)(0.30)}{(0.08648)(11.46)}\ \text{eV},$$

which is 304 meV. At K the smallest available momentum is $K=4\pi/3a=13.26$ nm⁻¹, so $s=17.5$ nm⁻¹ and

$$\frac{w}{T(0)}\equiv\frac{T(K)}{T(0)}=\frac{\kappa}{s}\,e^{-(s-\kappa)d}=0.106,\qquad w=32.3\ \text{meV}.$$

The orbital is the same in both cases. This factor of about nine comes from momentum alone.

## Gamma: a resonance that rotation cannot detune

For $\mathbf k=\mathbf k'=0$ the term $\mathbf G=\mathbf G'=0$ is present at any twist angle, and by symmetry the two layers have the same energy $E_\Gamma$ there. In this pair of states

$$H_\Gamma=\begin{pmatrix}E_\Gamma&T(0)\\T(0)&E_\Gamma\end{pmatrix},\qquad E_\pm=E_\Gamma\pm T(0).$$

The splitting is $2T(0)=609$ meV, and each state is shared equally between the layers. No angle appears.

What the twist does remove is small. The next terms have $|\mathbf G|=22.96$ nm⁻¹ and amplitude $T(G)=1.92$ meV. In aligned layers they act at first order. For eclipsed sites the six add up to $304.4+6(1.92)\approx316$ meV. With each site over a hollow, $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$, their phases are $e^{\pm2\pi i/3}$, with real part $-1/2$, and the coupling is $304.4-3(1.92)\approx299$ meV. Direct lattice sums give the same two values. Averaged over all displacements these terms vanish and $T(0)$ remains. A twisted bilayer samples the registries evenly, and at the angles used here its Gamma splitting is set by that average. This requires the kinetic energy of a moiré wavevector, $\hbar^2(|\mathbf G|\theta)^2/2m$, to be well above $T(G)$; with the model's Gamma mass of 0.51 $m_e$ the two become equal near 0.4°. At smaller angles a state can settle in one registry, which moves each level by at most about 12 meV.

## K: a small amplitude and a detuned partner

Three vectors $\mathbf K+\mathbf G$ have the smallest length $K$: the corner itself and its two equivalents, called $\mathbf K_j$. In aligned layers all three lead to the same state of layer 2, and the coupling is $w\sum_je^{i(\mathbf K_j-\mathbf K)\cdot\boldsymbol\tau}$. For eclipsed sites this is $3w=97$ meV, and the full lattice sum, with its larger momenta, gives 99 meV. At the hollow the phases are $1$, $e^{2\pi i/3}$ and $e^{-2\pi i/3}$, and the sum is zero. At K, then, registry can switch the coupling off even without a twist.

Now rotate layer 2 by $\theta$. Its corners move to $R_\theta\mathbf K_j$, while the tunnelling electron still arrives at $\mathbf K_j$, a distance $2K\sin(\theta/2)$ from the nearest corner. The three final states are now distinct, and by threefold symmetry they share one energy. Since the dispersion of layer 2 is $E(R_{-\theta}\mathbf k)$, they lie below the K maximum by

$$\Delta(\theta)=E(\mathbf K)-E(R_{-\theta}\mathbf K).$$

Second-order perturbation theory adds $w^2/\Delta$ for each partner. The partners are lower in energy, so the K state is pushed up:

$$\delta E_K\simeq\frac{3w^2}{\Delta(\theta)}.$$

To evaluate $\Delta$ a dispersion is needed. Let $t_1=-0.01$ eV and $t_2=0.17$ eV be the hoppings to first and second neighbours within a layer, six of each. The phase factors of the first neighbours sum to $6$ at Gamma and to $6(-\tfrac12)=-3$ at K; those of the second sum to $6$ at both. Hence $E_\Gamma=6t_1+6t_2$, $E_K=-3t_1+6t_2$, and in the monolayer K lies above Gamma by $-9t_1=90$ meV. Both points are maxima, with hole masses of 0.51 $m_e$ at Gamma and 0.49 $m_e$ at K.

The formulas can be set against a calculation that does not use them. At certain angles the two lattices share a supercell, here with 7 to 331 sites per layer. Its Hamiltonian was built from the real-space hoppings and diagonalised numerically, and the Gamma and K states were identified by their overlap with plane waves of the separate layers. At these special angles a K corner of one layer also coincides, at a larger momentum, with a corner of the opposite valley of the other, so in this spinless model one exact resonance remains. For a twist about coincident sites, as used here, it shares the two states equally between the layers but splits them by only 0.6 meV at 21.79° and by less than 0.01 meV at 13.17° and 9.43°. The splitting depends on registry: at 21.79° it vanishes when one layer is shifted to the hollow. An energy difference between the layers well above this splitting separates them again. The table gives the mean of the pair. All energies are in meV, and the gap is held at 0.30 nm.

| $\theta$ | Gamma splitting | $\Delta$ | $3w^2/\Delta$ | K shift |
|---|---|---|---|---|
| 21.79° | 609 | 1202 | 2.6 | 2.6 |
| 13.17° | 609 | 600 | 5.2 | 5.2 |
| 9.43° | 609 | 335 | 9.3 | 9.2 |
| 6.01° | 609 | 144 | 21.8 | 19.9 |
| 3.15° | 609 | 40.5 | 77 | 45 |

The last column comes from the diagonalisation, as does the Gamma splitting. At 21.79° the arithmetic of the formula is $3(32.3)^2/1202=2.6$ meV.

## Where "weak at K" fails

In the last row second-order theory is too large by about 70% of the numerical shift. The expansion requires $w\ll\Delta$, and the two become equal at 2.81°. A better estimate keeps the K state and its three partners without expanding. The K state couples only to their symmetric combination, with amplitude $\sqrt3\,w$, so the shift $x$ obeys

$$x(x+\Delta)=3w^2,\qquad x=-\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+3w^2}.$$

For $\Delta\gg w$ this returns $3w^2/\Delta$. At 6.01° it gives 19 meV and at 3.15° 39 meV, against 19.9 and 45 meV from the supercells. The remainder comes from the states left out of the four. At still smaller angles many such states must be kept, and the K states form moiré bands in a coupling that varies in space between zero and about $3w$. So even at K, decoupling is a statement about sufficiently large angles.

## What orbital character adds

The model gives both valleys the same orbital. In a real dichalcogenide they differ, and symmetry shows how. The chalcogen $p_z$ orbitals reach furthest into the gap. Consider how they mix with a metal $d$ orbital of angular number $m$ through the three neighbours at $\boldsymbol\delta_j$, whose directions are $\varphi_j=30°,150°,270°$. The mixing is proportional to

$$S_m(\mathbf k)=\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}e^{-im\varphi_j}.$$

At Gamma $S_0=3$ and $S_{\pm2}=0$, so $p_z$ mixes with $d_{z^2}$ and not with the in-plane pair $m=\pm2$. At K, $\mathbf K\cdot\boldsymbol\delta_j=120°,-120°,0$. Then $S_0=1+2\cos120°=0$ and $S_2=2\cos60°-1=0$, while all three terms of $S_{-2}$ equal $-1$, so $|S_{-2}|=3$. At K, therefore, $p_z$ mixes with one member of the in-plane pair.

It is known from band calculations, and taken here as an input, that the valence edge at K is built on the other member, whereas the Gamma state contains $d_{z^2}$ and $p_z$. One would expect this to weaken the K coupling further. The model does not calculate by how much.

## What follows for holes and gates

At 9.43° the upper Gamma state has risen by 304 meV and the K state by 9 meV. Gamma therefore lies above K by $304-90-9=205$ meV, and the valence maximum has changed valley. At 300 K, where $k_BT=25.9$ meV, the occupation per state of dilute holes at K relative to Gamma is $e^{-205/25.9}\approx4\times10^{-4}$. Treating the bilayer as two monolayers would put the holes in the wrong valley. The condition for the change is that $T(0)$ exceed the monolayer offset plus the K shift; a material with a larger offset may keep its maximum at K although its Gamma states are just as strongly split.

A perpendicular field separates the two kinds of state. A field of 1 MV/cm inside the bilayer, acting over 0.60 nm between layer centres, gives a potential difference $U=60$ meV. With $\pm U/2$ on the diagonal of $H_\Gamma$, the upper level moves by

$$\sqrt{T(0)^2+U^2/4}-T(0)=1.5\ \text{meV},$$

which is quadratic in $U$ while $U\ll2T(0)$. The K state of the raised layer moves by 28.7 meV in the supercell: $U/2=30$ meV, less the loss of repulsion from partners that are now further away. It keeps 98% of its weight in its own layer; the upper Gamma state has 55% there.

The same $2\times2$ matrix covers unlike layers. If their Gamma energies differ by $\varepsilon$, the splitting is $\sqrt{\varepsilon^2+4T(0)^2}$, and the states separate by layer once $\varepsilon\gg2T(0)$. Gamma can thus be decoupled by an energy offset, though not by rotation alone.

## The model beside a real bilayer

The parameters lie roughly in the regime of twisted bilayer MoS₂: a lattice constant near 0.32 nm, layer centres about 0.6 nm apart, and a monolayer whose Gamma maximum is not far below K. The hopping $v_0$ was chosen to give a Gamma splitting of several tenths of an eV, the right general size, so the 609 meV is not a prediction for that material. The Gamma mass of 0.51 $m_e$ is far too light for monolayer MoS₂, whose maximum there is much flatter. $T(0)$ does not depend on it, but the limit of 0.4° found above does: at a given $T(G)$ it grows roughly as the square root of the mass (more slowly for the upper level, whose curvature also gains from the fall of $T(q)$ with $q$), so a flatter maximum raises it.

The assumption that matters most is the rigid, constant gap. Twisted layers cannot nest as closely as well-stacked ones. With the hopping law held fixed, widening the gap by 0.03 nm multiplies $T(0)$ by $e^{-\kappa(0.03\ \text{nm})}=0.71$ and lowers the Gamma splitting to 432 meV. It also multiplies $w$ by 0.59. A twist can therefore weaken the Gamma coupling indirectly, by pushing the layers apart, but a large splitting remains. If relaxation at small angles made the gap vary by this much across the moiré cell, the upper Gamma level would vary by about 90 meV, far more than the harmonics $T(G)$ of flat layers produce.

Spin matters near 60°, where K of one layer faces the opposite valley of the other and the partner of equal spin lies lower by the spin-orbit splitting. The model's one-orbital lattice maps onto itself under a 60° turn, so the 9.43° supercell also describes a twist of 69.43°, which is 9.43° away from 60°. For a rough 0.15 eV, lowering layer 2 by that amount in the 9.43° supercell reduces the K shift from 9.2 to 6.4 meV. The correction reduces the K shift further. Spin also acts on the small exact resonance, which joins opposite valleys: at the angles of the table measured from 0° the spin-orbit splitting detunes it, while at the same angles measured from 60° it survives, which a rigid lowering of one layer does not show. It leaves the spin-degenerate pair at Gamma as it was.
